# Dirac boundary conditions for armchair and zigzag honeycomb ribbons: test program

```python
# RESULT UNDER TEST: Dirac boundary conditions for honeycomb-lattice ribbons.
# Armchair: valleys mix, q_n = n*pi/W - K for integer n, W = (N+1)*a/2,
#   E = +-hv*sqrt(k^2 + q_n^2).
# Zigzag: A vanishes at y=0 and B at y=W, W = (3N+2)*d/2; in valley K
#   k*sin(qW) + q*cos(qW) = 0, E = +-hv*sqrt(k^2 + q^2); for kW < -1 the
#   lowest mode has q = i*z, k = -z*coth(zW), |E| = hv*z/sinh(zW).
# Symbols: a lattice constant, d bond length, t hopping (matrix element -t),
#   hv = hbar*velocity, k longitudinal momentum from the valley point,
#   q transverse momentum, K = 4*pi/(3a), N number of lines or chains.
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq

a = 0.25                      # nm, round model value
t = 3.0                       # eV, round model value
d = a / np.sqrt(3)
K = 4 * np.pi / (3 * a)
hv = np.sqrt(3) * a * t / 2   # eV nm


def zigzag_sites(N):
    """Positions, B sites first and then A sites; ribbon runs along x."""
    m = np.arange(1, N + 1)
    b = np.column_stack([((m - 1) % 2) * a / 2, d + (m - 1) * 1.5 * d])
    aa = np.column_stack([(m % 2) * a / 2, 1.5 * d * m])
    return np.vstack([b, aa]), np.array([a, 0.0]), (1.5 * N + 1) * d


def armchair_sites(N):
    """Positions, A sites first and then B sites; ribbon runs along y."""
    j = np.arange(1, N + 1)
    ya = (j % 2) * 1.5 * d
    aa = np.column_stack([j * a / 2, ya])
    b = np.column_stack([j * a / 2, ya + d])
    return np.vstack([aa, b]), np.array([0.0, 3 * d]), (N + 1) * a / 2


def hamiltonian(sites, period, momentum):
    """Bloch matrix from a neighbour search, phases from true positions."""
    unit = period / np.linalg.norm(period)
    H = np.zeros((len(sites), len(sites)), dtype=complex)
    for image in (-1, 0, 1):
        step = sites[None, :, :] + image * period - sites[:, None, :]
        bonded = np.abs(np.hypot(step[..., 0], step[..., 1]) - d) < 1e-3 * d
        H -= t * bonded * np.exp(1j * momentum * (step @ unit))
    return H


def tb_levels(sites, period, momentum, count):
    half = len(sites) // 2
    E = np.linalg.eigvalsh(hamiltonian(sites, period, momentum))
    return E[half:half + count]


def zigzag_modes(kW, count):
    """Transverse roots (qW, or zW for an edge state) and energies E*W/hv."""
    def condition(u):
        return kW * np.sin(u) + u * np.cos(u)
    if kW < -1:
        root = brentq(lambda u: u / np.tanh(u) + kW, 1e-6, 1 - kW, xtol=1e-13)
        roots, energies = [root], [root / np.sinh(root)]
    else:
        root = brentq(condition, 1e-6, np.pi, xtol=1e-13)
        roots, energies = [root], [np.hypot(kW, root)]
    for n in range(2, count + 1):
        root = brentq(condition, (n - 1) * np.pi, n * np.pi, xtol=1e-13)
        roots.append(root)
        energies.append(np.hypot(kW, root))
    return np.array(roots), np.array(energies)


def armchair_q(N):
    """All transverse momenta times W in a wide window of integers."""
    return np.pi * (np.arange(0, 2 * N) - 2 * (N + 1) / 3)


def armchair_levels(N, kW, count):
    return np.sort(np.hypot(kW, armchair_q(N)))[:count]


# Valley expansion of the Bloch sum, both valleys, several directions
bonds = d * np.array([[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])
for angle in (0.0, 0.7, 1.9, 4.0):
    qx, qy = 1e-4 / a * np.cos(angle), 1e-4 / a * np.sin(angle)
    for valley, dirac in ((1, hv * (qx - 1j * qy)), (-1, -hv * (qx + 1j * qy))):
        wave = np.array([valley * K + qx, qy])
        bloch = -t * np.exp(1j * bonds @ wave).sum()
        assert abs(bloch - dirac) < 1e-3 * abs(dirac)

# Dirac boundary problems solved by transfer matrices
for kW in (-3.0, -0.5, 0.0, 2.0):
    for e in zigzag_modes(kW, 3)[1]:
        end = expm(np.array([[-kW, e], [-e, kW]])) @ np.array([0.0, 1.0])
        assert abs(end[1]) < 1e-9


def armchair_mismatch(N, kW, e):
    """Smallest singular value of the two-valley matching matrix at x=W."""
    M = np.array([[kW, 1j * e], [1j * e, -kW]])
    phase = np.exp(1j * K * (N + 1) * a / 2)
    match = phase * expm(M) - np.conj(phase) * expm(-M)
    return np.linalg.svd(match, compute_uv=False)[-1]


for N in (39, 40, 41):
    for e in armchair_levels(N, 1.0, 3):
        assert armchair_mismatch(N, 1.0, e) < 1e-9
        assert armchair_mismatch(N, 1.0, e + 0.3) > 0.02

# Closed lattice solutions against diagonalization
N = 7
sites, period, W = armchair_sites(N)
k = 0.9 / a
g = 2 * np.cos(np.arange(1, N + 1) * np.pi / (N + 1))
closed = t * np.sqrt(1 + g**2 + 2 * g * np.cos(1.5 * k * d))
full = np.linalg.eigvalsh(hamiltonian(sites, period, k))
assert np.allclose(full, np.sort(np.r_[-closed, closed]), atol=1e-10)
N = 12
sites, period, W = zigzag_sites(N)
closed = 2 * t * np.sin((np.arange(1, N + 1) - 0.5) * np.pi / (2 * N + 1))
assert np.allclose(tb_levels(sites, period, K, N), closed, atol=1e-10)
for shift in (-0.3 / a, 0.2 / a):
    g = 2 * np.cos((K + shift) * a / 2)
    E = tb_levels(sites, period, K + shift, N)
    p = np.arccos(((E / t)**2 - 1 - g**2 + 0j) / (2 * g))
    assert np.max(np.abs(g * np.sin(p * (N + 1)) + np.sin(p * N))) < 1e-6

print(f"lattice constant a = {a:.3f} nm, hopping t = {t:.2f} eV")
print(f"bond length d = {d:.5f} nm, K = {K:.4f} 1/nm")
speed = hv * constants.e * 1e-9 / constants.hbar
print(f"hbar*v = {hv:.5f} eV nm, v = {speed:.4e} m/s")

# Armchair convergence: fourfold W keeps the remainder of N+1 modulo 3
print("Armchair: largest error of E*W/hv, lowest 3 levels")
for lines in (60, 61, 62):
    for kW in (0.0, 1.0):
        errors = []
        for size in (lines, 4 * lines):
            sites, period, W = armchair_sites(size - 1)
            E = tb_levels(sites, period, kW / W, 3) * W / hv
            errors.append(np.max(np.abs(E - armchair_levels(size - 1, kW, 3))))
        assert 0.2 < errors[1] / errors[0] < 0.3
        print(f" N+1={lines}->{4*lines}, kW={kW:.0f}: "
              f"{errors[0]:.5f} -> {errors[1]:.5f}")

# Zigzag convergence with doubled number of chains
print("Zigzag: largest error of E*W/hv, lowest 3 levels, N=200->400")
for kW in (-3.0, -0.5, 0.0, 2.0):
    errors = []
    for N in (200, 400):
        sites, period, W = zigzag_sites(N)
        E = tb_levels(sites, period, K + kW / W, 3) * W / hv
        errors.append(np.max(np.abs(E - zigzag_modes(kW, 3)[1])))
    assert 0.4 < errors[1] / errors[0] < 0.6
    print(f" kW={kW:4.1f}: {errors[0]:.5f} -> {errors[1]:.5f}")

# Opposite valley: the sign of k is reversed
sites, period, W = zigzag_sites(200)
for kW in (3.0, -2.0):
    E = tb_levels(sites, period, -K + kW / W, 3) * W / hv
    assert np.max(np.abs(E - zigzag_modes(-kW, 3)[1])) < 0.1

# Worked armchair ribbons
print("Armchair gaps at k=0")
for N in (39, 40, 41):
    sites, period, W = armchair_sites(N)
    q = armchair_q(N)
    q_min = q[np.argmin(np.abs(q))] / W
    gap_dirac = 2e3 * hv * abs(q_min)
    gap_tb = 2e3 * abs(tb_levels(sites, period, 0.0, 1)[0])
    expected = 0.0 if (N + 1) % 3 == 0 else 2e3 * np.pi * hv / (3 * W)
    assert abs(gap_tb - expected) < 0.05 * 2e3 * np.pi * hv / (3 * W)
    print(f" N={N}: W={W:.3f} nm, |q|min={abs(q_min):.5f} 1/nm, "
          f"Dirac {gap_dirac:.2f} meV, TB {gap_tb:.2f} meV")

# Armchair eigenvector: equal and opposite valley waves form a sine
N, kW = 40, 1.0
sites, period, W = armchair_sites(N)
q = armchair_q(N)
q = q[np.argmin(np.abs(q))] / W
k = kW / W
wave = np.sin((K + q) * sites[:N, 0])
dirac_state = np.r_[wave, (q + 1j * k) / np.hypot(q, k) * wave]
dirac_state = dirac_state / np.linalg.norm(dirac_state)
vectors = np.linalg.eigh(hamiltonian(sites, period, k))[1]
overlap = abs(np.vdot(dirac_state, vectors[:, N]))**2
assert overlap > 0.99
print(f"Armchair N={N}, kW={kW:.0f}: squared overlap Dirac/TB = {overlap:.6f}")

# Worked zigzag ribbon
N = 100
sites, period, W = zigzag_sites(N)
print(f"Zigzag N={N}: W = {W:.4f} nm, hv/W = {1e3*hv/W:.4f} meV")
for kW in (-3.0, -0.5, 0.0, 2.0):
    k = kW / W
    roots, energies = zigzag_modes(kW, 3)
    E, vectors = np.linalg.eigh(hamiltonian(sites, period, K + k))
    name = "zW" if kW < -1 else "qW"
    print(f" kW={kW:4.1f}, k={k:.5f} 1/nm")
    for n in range(3):
        label = name if n == 0 else "qW"
        print(f"  mode {n+1}: {label}={roots[n]:.5f}, Dirac "
              f"{1e3*hv*energies[n]/W:.3f} meV, TB {1e3*E[N+n]:.3f} meV")
    u = roots[0] / W
    s, c = (np.sinh, np.cosh) if kW < -1 else (np.sin, np.cos)
    yb, ya = sites[:N, 1], sites[N:, 1]
    part_b = (k * s(u * yb) + u * c(u * yb)) * W / energies[0]
    dirac_state = np.r_[part_b, s(u * ya)]
    dirac_state = dirac_state / np.linalg.norm(dirac_state)
    overlap = abs(np.vdot(dirac_state, vectors[:, N]))**2
    assert overlap > 0.99
    print(f"  mode 1 squared overlap Dirac/TB = {overlap:.6f}")
    if kW < -1:
        print(f"  edge-state decay length 1/z = {1/u:.4f} nm")


# Edge-state onset: lowest level leaves the projected bulk continuum
def above_bulk_edge(kW):
    g = 2 * np.cos((K + kW / W) * a / 2)
    return tb_levels(sites, period, K + kW / W, 1)[0] - t * abs(1 - abs(g))


onset = brentq(above_bulk_edge, -2.0, -0.3, xtol=1e-7)
assert above_bulk_edge(-2.0) < 0 < above_bulk_edge(-0.3)
assert abs(onset + 1) < 2 / N
print(f"Edge-state onset in TB, N={N}: kW = {onset:.5f} (dimensionless)")
print("every check passed")
```

It prints:

```
lattice constant a = 0.250 nm, hopping t = 3.00 eV
bond length d = 0.14434 nm, K = 16.7552 1/nm
hbar*v = 0.64952 eV nm, v = 9.8679e+05 m/s
Armchair: largest error of E*W/hv, lowest 3 levels
 N+1=60->240, kW=0: 0.04891 -> 0.01196
 N+1=60->240, kW=1: 0.03288 -> 0.00796
 N+1=61->244, kW=0: 0.08629 -> 0.02096
 N+1=61->244, kW=1: 0.07012 -> 0.01694
 N+1=62->248, kW=0: 0.07848 -> 0.02022
 N+1=62->248, kW=1: 0.06274 -> 0.01627
Zigzag: largest error of E*W/hv, lowest 3 levels, N=200->400
 kW=-3.0: 0.04705 -> 0.02339
 kW=-0.5: 0.00376 -> 0.00176
 kW= 0.0: 0.00603 -> 0.00314
 kW= 2.0: 0.04257 -> 0.02149
Armchair gaps at k=0
 N=39: W=5.000 nm, |q|min=0.20944 1/nm, Dirac 272.07 meV, TB 269.98 meV
 N=40: W=5.125 nm, |q|min=0.20433 1/nm, Dirac 265.43 meV, TB 267.36 meV
 N=41: W=5.250 nm, |q|min=0.00000 1/nm, Dirac 0.00 meV, TB 0.00 meV
Armchair N=40, kW=1: squared overlap Dirac/TB = 0.999985
Zigzag N=100: W = 21.7950 nm, hv/W = 29.8013 meV
 kW=-3.0, k=-0.13765 1/nm
  mode 1: zW=2.98470, Dirac 9.016 meV, TB 8.561 meV
  mode 2: qW=4.07815, Dirac 150.876 meV, TB 149.587 meV
  mode 3: qW=7.47219, Dirac 239.958 meV, TB 237.122 meV
  mode 1 squared overlap Dirac/TB = 0.999935
  edge-state decay length 1/z = 7.3022 nm
 kW=-0.5, k=-0.02294 1/nm
  mode 1: qW=1.16556, Dirac 37.796 meV, TB 37.751 meV
  mode 2: qW=4.60422, Dirac 138.018 meV, TB 137.889 meV
  mode 3: qW=7.78988, Dirac 232.627 meV, TB 232.374 meV
  mode 1 squared overlap Dirac/TB = 1.000000
 kW= 0.0, k=0.00000 1/nm
  mode 1: qW=1.57080, Dirac 46.812 meV, TB 46.889 meV
  mode 2: qW=4.71239, Dirac 140.435 meV, TB 140.655 meV
  mode 3: qW=7.85398, Dirac 234.059 meV, TB 234.388 meV
  mode 1 squared overlap Dirac/TB = 1.000000
 kW= 2.0, k=0.09176 1/nm
  mode 1: qW=2.28893, Dirac 90.584 meV, TB 90.909 meV
  mode 2: qW=5.08699, Dirac 162.895 meV, TB 164.301 meV
  mode 3: qW=8.09616, Dirac 248.529 meV, TB 251.018 meV
  mode 1 squared overlap Dirac/TB = 0.999999
Edge-state onset in TB, N=100: kW = -0.99507 (dimensionless)
every check passed
```
